# One hundred thermal interfaces and their equivalent thickness of silicon

Suppose heat must cross a stack of fifty oxide films and fifty-one tungsten films, each 30 nm thick. If only conduction inside the films is counted, a flux of 100 W/cm² is predicted to need a temperature drop of 1.1 K. With an assumed conductance of 100 MW/m²K for each interface between the films, the drop is 2.1 K. Nearly half of the thermal resistance sits at places that have no thickness and do not appear in a table of conductivities.

## The estimate on an envelope

An interface between two solids passes a heat flux $q$ when there is a temperature jump $\Delta T$ across it. The interface conductance $G$ is defined by

$$q=G\,\Delta T .$$

It has the unit W/m²K. Its inverse is a resistance for unit area. Engineering units are used here, with 1 mm²K/W $=10^{-6}$ m²K/W.

Take $G=100$ MW/m²K, a rough value for a good solid contact. One interface has the resistance $1/G=10^{-8}$ m²K/W, and one hundred in series have

$$R_{\rm int}=\frac{100}{10^{8}}\ \mathrm{m^2K/W}=10^{-6}\ \mathrm{m^2K/W}=1\ \mathrm{mm^2K/W}.$$

A silicon slab of thickness $L$ and conductivity $k$ has the resistance $L/k$. With $k\approx148$ W/mK near 300 K, the slab that matches the interfaces has

$$L=kR_{\rm int}=148\times10^{-6}\ \mathrm m\approx0.15\ \mathrm{mm}.$$

One interface is therefore worth 1.5 µm of silicon, but only 14 nm of silicon oxide, whose conductivity is about 1.4 W/mK. An oxide film 28 nm thick thus resists heat as much as its own two faces. The 1.5 µm is a length of bulk silicon. A separate slab that thin conducts markedly less well, because part of the heat travels on paths longer than the slab, so a real matching slab would be thinner.

## Why the resistances add

Let the heat flow be steady and normal to the films, uniform over the area, with no heat generated inside the stack. Number the films $j=0,\dots,N$ from the hot side, so that there are $N$ interfaces. Film $j$ has thickness $d_j$, conductivity $k_j$, hot-face temperature $T_j^{\rm h}$ and cold-face temperature $T_j^{\rm c}$.

In the steady state no energy accumulates, so the same flux $q$ crosses every film and every interface. Fourier's law in a film and the definition of $G$ at an interface give

$$T_j^{\rm h}-T_j^{\rm c}=\frac{q\,d_j}{k_j},\qquad T_{j-1}^{\rm c}-T_j^{\rm h}=\frac{q}{G_j}.$$

When all these differences are added, each intermediate temperature appears once with a plus sign and once with a minus sign. Only the outer two remain:

$$T_0^{\rm h}-T_N^{\rm c}=q\left(\sum_{j=1}^{N}\frac1{G_j}+\sum_{j=0}^{N}\frac{d_j}{k_j}\right)\equiv qR .$$

The first sum is $R_{\rm int}$. If the conductances differ, it is $1/G$ that must be averaged. With fifty interfaces at 50 MW/m²K and fifty at 150 MW/m²K, the mean conductance is still 100 MW/m²K, but

$$R_{\rm int}=\frac{50}{50\times10^6}+\frac{50}{150\times10^6}=1.33\times10^{-6}\ \mathrm{m^2K/W},$$

which is 33% more than for equal interfaces. The poor contacts add more resistance than the good ones save.

The derivation assumes that each film has a local temperature and that each $G_j$ is unaffected by the neighbouring interfaces. For heat carried by lattice vibrations, this requires a mean free path $\ell_{\rm ph}$ well below the film thickness. The kinetic formula $k=\tfrac13 c\,v\,\ell_{\rm ph}$, with $c$ the heat capacity per volume and $v$ the sound speed, gives $\ell_{\rm ph}=3k/(cv)$. For the oxide, $c\approx1.7$ MJ/m³K and $v\approx4.1$ km/s give 0.6 nm, far below 30 nm. In tungsten electrons carry much of the heat, and this estimate does not apply. There the local temperature is an assumption, and $G$ is taken to include any resistance to energy exchange between electrons and lattice near the contact.

For silicon, $c\approx1.66$ MJ/m³K and $v\approx6.4$ km/s give about 42 nm. This single number understates the long paths of low-frequency vibrations. Much of the heat travels on paths of up to several micrometres, but these too are well below 0.15 mm, so a bulk conductivity is a reasonable approximation for the comparison slab.

## The whole stack

Each of the fifty oxide films lies between two tungsten films, which makes one hundred interfaces. The tungsten films are given 60 W/mK, a rough value for thin metal. Then

$$R_{\rm ox}=\frac{50\times30\times10^{-9}}{1.4}=1.07\times10^{-6}\ \mathrm{m^2K/W},$$

$$R_{\rm W}=\frac{51\times30\times10^{-9}}{60}=0.026\times10^{-6}\ \mathrm{m^2K/W}.$$

The total is $R=1.00+1.07+0.03=2.10$ mm²K/W, equivalent to 0.31 mm of silicon, although the stack is only 3 µm high. At $q=100$ W/cm² $=10^6$ W/m², each interface has a jump of 0.01 K, all interfaces together take 1.0 K, and the whole stack takes 2.1 K.

Silicon conducts less well when warm. A rough law is $k(T)=k_{300}(T/300\ \mathrm K)^{-1.3}$. At 85 °C, or 358 K, it gives 118 W/mK, so the interfaces alone match 0.118 mm instead of 0.148 mm, with $G$ held fixed.

The variation of $k$ inside the slab is a much smaller matter. Integrating $q\,dz=k(T)\,dT$ over a drop $\delta$, counted upward from the cold-side temperature $T_0$, gives to first order in $\delta/T_0$

$$qL=\int_0^\delta k(T_0)\left(1-1.3\,\frac{u}{T_0}\right)du=k(T_0)\,\delta\left(1-\frac{1.3\,\delta}{2T_0}\right).$$

For $\delta=1$ K and $T_0=358$ K the correction to $L$ is $-0.18\%$.

## A small hot spot breaks the equivalence

Equal resistance for uniform heating does not mean equal temperature under a local heat source, because heat can also spread sideways. Let a power $P$ enter uniformly through a disc of radius $a$ on top of a layer of height $H$, with the rest of the top insulated and the base held at $T=0$.

If the temperature in each kind of film changes little from one film period to the next, the stack acts as a uniform layer with different conductivities along and across the films. Across them, $k_z=H/R$. In the plane the films conduct side by side, so $k_r=S/H$ with the sheet conductance $S=\sum_jk_jd_j$. With $z$ measured downward, the steady heat equation is

$$\frac{k_r}{r}\frac{\partial}{\partial r}\left(r\frac{\partial T}{\partial r}\right)+k_z\frac{\partial^2T}{\partial z^2}=0 .$$

The radial operator turns the Bessel function $J_0(\lambda r)$ into $-\lambda^2J_0(\lambda r)$. With $s=\sqrt{k_r/k_z}$, a solution that vanishes at the base is

$$T(r,z)=\int_0^\infty A(\lambda)\,J_0(\lambda r)\,\frac{\sinh[s\lambda(H-z)]}{\cosh(s\lambda H)}\,d\lambda .$$

Its downward flux at the top is

$$-k_z\left.\frac{\partial T}{\partial z}\right|_{0}=\int_0^\infty k_zs\lambda A(\lambda)\,J_0(\lambda r)\,d\lambda .$$

The imposed flux is $q=P/(\pi a^2)$ inside the disc and zero outside. Its Hankel transform is $\int_0^a q\,J_0(\lambda r)\,r\,dr=qaJ_1(\lambda a)/\lambda$, so the imposed flux equals $\int_0^\infty qaJ_1(\lambda a)J_0(\lambda r)\,d\lambda$. Comparing integrands and using $k_zs=\sqrt{k_zk_r}$,

$$A(\lambda)=\frac{qa\,J_1(\lambda a)}{\lambda\sqrt{k_zk_r}} .$$

The mean of $J_0(\lambda r)$ over the disc is $2J_1(\lambda a)/(\lambda a)$. The mean disc temperature is therefore

$$\bar T=\frac{2q}{\sqrt{k_zk_r}}\int_0^\infty\frac{J_1(\lambda a)^2\tanh(s\lambda H)}{\lambda^2}\,d\lambda .$$

Now put $x=\lambda a$, so that $d\lambda/\lambda^2=a\,dx/x^2$, and insert $q=P/(\pi a^2)$, $k_zk_r=S/R$ and $sH=\sqrt{RS}\equiv\ell$:

$$\frac{\bar T}{P}=\frac{2}{\pi a}\sqrt{\frac RS}\int_0^\infty\frac{J_1(x)^2\tanh(x\ell/a)}{x^2}\,dx .$$

The length $\ell$ measures how far heat spreads sideways before it reaches the base. Two limits show its role.

- **Wide disc, $a\gg\ell$.** Here $\tanh(x\ell/a)\approx x\ell/a$, and $\int_0^\infty J_1^2\,dx/x=\tfrac12$. The result is $\bar T/P=R/(\pi a^2)$, the law for uniform heating.
- **Small disc, $a\ll\ell$.** Here the hyperbolic tangent tends to 1, and $\int_0^\infty J_1^2\,dx/x^2=4/(3\pi)$. The result is $\bar T/P=\dfrac{8}{3\pi^2a}\sqrt{R/S}$. For silicon $\sqrt{R/S}=1/k$, so the thickness of the slab drops out. For the stack, the disc must also be wide enough for the heat to spread through many films. With a radius of a micrometre or less, much of the spreading takes place in the top few films, the stack no longer acts as a uniform layer, and this law fails. With tungsten on top, as here, it gives too high a temperature; with oxide on top it gives too low a temperature.

For the stack $\ell=14$ µm. For silicon $R=L/k$ and $S=kL$, so $\ell=L=310$ µm. A disc of radius 50 µm lies between these lengths: it is wide for the stack and small for the silicon. With the disc, the power, the uniform-heating resistance and the ideal base held the same, the formula gives 227 K/W for the stack and 34 K/W for the silicon, a ratio of 6.65. A numerical solution that resolves every film and interface agrees with the formula to within 0.2% for the stack, which supports treating it as a uniform layer.

At 100 W/cm² the disc receives $10^6\times\pi(50\times10^{-6})^2=7.9$ mW. Its mean temperature rise is 1.8 K on the stack and 0.27 K on the silicon.

## Fast heating breaks it too

Let the top be insulated and the base cold, and let a uniform layer with heat capacity $c$ per volume cool after the heating stops. The equation $c\,\partial T/\partial t=k_z\,\partial^2T/\partial z^2$ has the solutions

$$T_n=\cos\left[\frac{(2n+1)\pi z}{2H}\right]e^{-t/\tau_n},\qquad n=0,1,2,\dots$$

They have zero slope at the top and vanish at the base. Substitution gives $c/\tau_n=k_z(2n+1)^2\pi^2/(4H^2)$. The slowest mode is $n=0$, with

$$\tau_0=\frac{4}{\pi^2}\,\frac{H}{k_z}\,cH=\frac4{\pi^2}RC,$$

where $C=cH$ is the heat capacity per area. With heat capacities of 2.55, 1.70 and 1.66 MJ/m³K for tungsten, oxide and silicon, it is 6.45 J/m²K for the stack and 515 J/m²K for the equivalent silicon. Hence $\tau_0=0.405\times2.10\times10^{-6}\times6.45\ \mathrm s\approx5.5$ µs for the stack, and about 440 µs for the silicon. The eigenvalues of the heat equation for the separate films give the same 5.5 µs. The thin stack offers the resistance of 0.31 mm of silicon with only about one eightieth of its heat capacity, so the equivalence needs heating that stays steady for several times the longer of the two response times.

## Estimate, model and real stacks

The envelope figure of 1 mm²K/W is correct for the interfaces alone. As an estimate of the whole stack it is low by a factor of 2.1, because the oxide adds as much again. The most uncertain input is $G$. If it were 30 or 300 MW/m²K, the silicon equivalent of the interfaces would be 0.49 or 0.05 mm, and the drop across the stack at the same flux would be 4.4 or 1.4 K, with the interfaces taking 75% or 23% of it.

The film thickness and number of films are of the rough scale found in vertical flash memory. The flux is that of a hot processor, far above what such a memory produces itself. The example thus describes a memory placed in a processor's cooling path. The hot-spot ratio of 6.65 holds only for a source placed directly on the stack and an ideal base. Silicon between source and stack spreads the heat first: with 50 µm of it added on top in both cases, the ratio falls to about 1.2. A base of finite conductance raises the ratio instead. Real memories also break the assumption of unbroken films. Vertical pillars pierce them and carry heat in parallel. If pillars of 10 W/mK fill 2% of the area, both rough values, and exchange no heat sideways with the films, the conductance of the stack rises by 12% and the drop falls from 2.1 to about 1.9 K. Slits that cut the metal films hinder spreading. If all sideways flow stopped, in the oxide as well as in the metal, the hot-spot resistance would rise from 227 to 267 K/W, or by 18%.

The numerical output below lists the main inputs and results.

## Computed results

```
Number of interfaces: 100
Conductance per interface: 100 MW/m2K
Resistance per interface: 0.01 mm2K/W
Resistance of all interfaces: 1 mm2K/W
Same, from solved face temperatures: 1 mm2K/W
Silicon conductivity at 300 K (rough): 148 W/mK
Silicon equal to one interface: 1.48 um
Silicon equal to all interfaces: 0.148 mm
Oxide equal to one interface: 14 nm
Silicon equivalent if G = 30 MW/m2K: 0.493 mm
Silicon equivalent if G = 300 MW/m2K: 0.0493 mm
Resistance for half 50, half 150 MW/m2K: 1.333 mm2K/W
Film thickness: 30 nm
Number of oxide films: 50
Number of tungsten films: 51
Stack height: 3.03 um
Oxide conductivity (rough): 1.4 W/mK
Tungsten film conductivity (rough): 60 W/mK
Oxide film resistance, total: 1.071 mm2K/W
Tungsten film resistance, total: 0.0255 mm2K/W
Whole stack resistance: 2.097 mm2K/W
Silicon equal to whole stack: 0.3103 mm
Heat flux: 100 W/cm2
Temperature jump at one interface: 0.01 K
Temperature drop at all interfaces: 1 K
Temperature drop across whole stack: 2.097 K
Use temperature: 358.15 K
Exponent of silicon conductivity law (rough): 1.3
Silicon conductivity at use temperature: 117.6 W/mK
Interface equivalent at use temperature: 0.118 mm
Thickness change from k(T) across drop: -0.18 %
Hot-spot radius: 50 um
Spreading length, stack: 14 um
Spreading length, silicon: 310 um
Hot-spot resistance, stack, formula: 226.8 K/W
Hot-spot resistance, stack, grid: 226.6 K/W
Hot-spot resistance, silicon, formula: 34.12 K/W
Hot-spot resistance, silicon, grid: 34.14 K/W
Hot-spot ratio, stack to silicon: 6.65
Stack without spreading: 267 K/W
Heat capacity per area, stack: 6.45 J/m2K
Heat capacity per area, silicon: 515 J/m2K
Slowest response time, stack, eigenvalue: 5.48 us
Slowest response time, stack, formula: 5.48 us
Slowest response time, silicon, eigenvalue: 438 us
Phonon path scale, silicon: 42 nm
Phonon path scale, oxide: 0.6 nm
Pillar area fraction (rough): 2 %
Pillar conductivity (rough): 10 W/mK
Stack conductance change from pillars: 12 %
```
